# The cubic sum rule and long-wave acoustic phonon scattering

## A small error with a large effect

In a model crystal with roughly the parameters of cubic silicon carbide, the golden rule gives a transverse sound wave of 44 GHz a rate of 0.0027 per ns at 300 K for scattering from thermal phonons that stay in their own branches. If the on-site cubic force constants, those with all three indices on one atom, are made 1 % too small, and nothing else is changed, the rate becomes about 0.11 per ns, roughly 40 times larger. At 353 GHz the same error multiplies the rate by only 1.6 to 1.7. The error thus grows in importance as the wave gets longer. The reason is a sum rule that the altered constants no longer obey.

## The sum rule

Let $E(u)$ be the potential energy as a function of the displacements $u_{ia}$ of atoms $i$ in directions $a$. The cubic force constants are

$$\Phi^{abc}_{ijk}=\left.\frac{\partial^3E}{\partial u_{ia}\,\partial u_{jb}\,\partial u_{kc}}\right|_{u=0}.$$

With no external potential, a common shift $t$ of all atoms costs nothing: $E(u+t)=E(u)$ for every $u$. Differentiation with respect to $t_a$ at $t=0$ gives, by the chain rule,

$$\sum_i\frac{\partial E}{\partial u_{ia}}(u)=0\quad\text{for every }u .$$

Since this holds for every $u$, it may be differentiated with respect to $u_{jb}$ and $u_{kc}$. At $u=0$,

$$\boxed{\sum_i\Phi^{abc}_{ijk}=0}\qquad\text{for fixed } j,k,a,b,c.$$

Derivatives commute, so the sums over $j$ or $k$ vanish as well. One differentiation fewer gives the harmonic rule $\sum_i\Phi_{ij}^{ab}=0$, which is assumed to hold throughout. It makes a uniform translation a mode of zero frequency.

## The scattering rate

Let $\lambda=(\mathbf q,s)$ label a phonon of frequency $\omega$, with polarization components $e_{ia}$ normalized over one cell. In a crystal of $N$ cells,

$$u_{ia}=\sum_\lambda\sqrt{\frac{\hbar}{2Nm_i\omega}}\;e_{ia}\,e^{i\mathbf q\cdot\mathbf x_i}\,(a_\lambda+a^\dagger_{-\lambda}),$$

where $\mathbf x_i$ is the equilibrium position and $-\lambda$ has wave vector $-\mathbf q$.

Consider $\lambda+\lambda'\to\lambda''$ with $\mathbf q''=\mathbf q+\mathbf q'$. In $H_3=\frac16\sum\Phi uuu$ the three operators can be assigned to the three displacements in six ways, which cancels the factor $\frac16$. The sum over lattice translations gives $N$. Apart from occupation factors the matrix element is

$$V=\left(\frac{\hbar}{2N}\right)^{3/2}\frac{N\,\Psi}{\sqrt{\omega\omega'\omega''}},\qquad |V|^2=\frac{\hbar^3|\Psi|^2}{8N\omega\omega'\omega''},$$

$$\Psi=\sum_{ijk}{}^{'}\sum_{abc}\Phi^{abc}_{ijk}\,\frac{e_{ia}e'_{jb}e''^{*}_{kc}}{\sqrt{m_im_jm_k}}\,e^{i(\mathbf q\cdot\mathbf x_i+\mathbf q'\cdot\mathbf x_j-\mathbf q''\cdot\mathbf x_k)} .$$

The prime means that one of the three atoms is kept in one cell. It does not matter which one, because the phase is unchanged when all three move by a lattice vector.

The forward process removes a phonon $\lambda$ and the reverse process restores it. Their difference contains

$$n\,n'(n''+1)-(n+1)(n'+1)n''=n(n'-n'')-(n'+1)n'' .$$

With the partners in equilibrium, a deviation of $n$ therefore decays in proportion to $n'-n''$. The golden rule has the prefactor $2\pi/\hbar$, and $\delta(\hbar x)=\delta(x)/\hbar$, so

$$\frac1\tau=\frac{\pi\hbar}{4N}\sum_{\lambda',s''}|\Psi|^2\,\frac{n'-n''}{\omega\omega'\omega''}\,\delta(\omega+\omega'-\omega'').$$

Decay of $\lambda$ into two phonons is left out. Both products would need frequencies below $\omega$, which for small $q$ leaves little room in wave-vector space.

## What the rule does to the amplitude

As $q\to0$, all atoms in an acoustic mode move together: $e_i/\sqrt{m_i}\to\hat{\mathbf u}/\sqrt M$, where $M$ is the mass of a cell. This is normalized, since $\sum_\kappa m_\kappa/M=1$ over the atoms $\kappa$ of the cell. Now keep atom $k$ in one cell and sum over $i$. The zeroth order of $\Psi$ contains $\sum_i\Phi_{ijk}$, which is zero. Hence $\Psi$ vanishes at least as fast as $q$.

The first order has a direct meaning. To that order the wave is

$$\frac{\mathbf e_i}{\sqrt{m_i}}e^{i\mathbf q\cdot\mathbf x_i}=\frac1{\sqrt M}\Big[\hat{\mathbf u}+iq\big(\hat{\mathbf u}\,\hat{\mathbf q}\cdot\mathbf x_i+\mathbf w_i\big)\Big].$$

Here $\mathbf w_i$ is the shift of the sublattices. Inertial forces are proportional to $\omega^2$, hence to $q^2$, so at first order the sublattices take their static, relaxed positions. The round bracket is the displacement per unit gradient $\eta$ in a uniformly strained crystal. Summing it with $\Phi_{ijk}$ gives the change of the harmonic constants, $\partial\Phi_{jk}/\partial\eta$. The small differences between $e''$ and $e'$, and between their phases, multiply the zeroth-order sum, which is zero. For a partner in a nondegenerate branch that stays in its branch, first-order perturbation theory then gives

$$\Psi\simeq\frac{iq}{\sqrt M}\,g',\qquad g'=\frac{\partial\omega'^2}{\partial\eta}.$$

The derivative is taken with the phases $\mathbf q'\cdot\mathbf x_j$ fixed at their values for the unstrained positions. A long wave thus scatters a phonon because its strain changes that phonon's frequency. A mere translation changes no frequency.

## For transverse waves the true rate is proportional to $q$

For a partner with group velocity $\mathbf v'$ that stays in its branch, $\omega''-\omega'\simeq q\,\hat{\mathbf q}\cdot\mathbf v'$. With $\omega=cq$,

$$\delta(\omega+\omega'-\omega'')=\frac1q\,\delta(c-\hat{\mathbf q}\cdot\mathbf v').$$

The partner must keep pace with the wave. Transverse waves in the model below find such partners. For the wave computed there, most of them lie in the faster longitudinal branch. A longitudinal wave is generally too fast for partners that stay in their branch, and other processes then decide its rate. The laws below are therefore meant for transverse waves. For $\hbar\omega\ll k_BT$ and $\omega\ll\omega'$ one also has $n'-n''\simeq-\omega\,\partial n'/\partial\omega'$. This $\omega$ cancels the one in the denominator of the rate, and

$$\frac1\tau=Aq,\qquad A=\frac{\pi\hbar}{4NM}\sum_{\lambda'}\frac{g'^2}{\omega'^2}\left(-\frac{\partial n'}{\partial\omega'}\right)\delta(c-\hat{\mathbf q}\cdot\mathbf v').$$

The power of $q$ comes from $q^2$ in $|\Psi|^2$ and $1/q$ in the delta function. The partners must live much longer than $1/\omega$; otherwise their energies are not sharp enough for the delta function.

## A broken rule is a hidden substrate

The example has two atoms per cell in the zinc-blende structure. With $d$ the bond length, $\mathbf r$ a bond vector and $s=r^2-d^2$, its energy is

$$E=\sum_{\rm bonds}\left[\frac{3\alpha}{8d^2}s^2-\frac{\gamma}{d^4}s^3\right]+\sum_{\rm angles}\frac{3\beta}{8d^2}\left(\mathbf r\cdot\mathbf r'+\frac{d^2}3\right)^2 .$$

This is the Keating model with an added cubic bond term. It depends on differences of positions and so obeys the sum rule.

Take the on-site constant with directions $x,y,z$. Moving the central atom changes $s$ at the rate $-2b_a$, where $\mathbf b$ is the bond vector at rest. The third derivative of $-\gamma s^3/d^4$ is then $-6\gamma(-2)^3b_xb_yb_z/d^4$. The terms from $\alpha$ and $\beta$ need two equal directions and drop out. On one sublattice each of the four bonds has $b_xb_yb_z=(a/4)^3$, where $a$ is the lattice constant, and $d^4=9(a/4)^4$. Therefore

$$P=\frac{4\cdot48}{9}\,\frac{\gamma}{a/4}=\frac{64}{3}\,\frac{\gamma}{a/4}.$$

On the other sublattice the bonds are reversed and the constant is $-P$. On-site cubic constants with a repeated direction vanish, because a half turn about one of the cubic axes through the atom reverses their sign. For $\gamma=70$ N/m and $a=0.436$ nm, $P=85.5$ eV/Å$^3$.

Now reduce the on-site constants by a fraction $\varepsilon$. With $\sigma_i=\pm1$ for the two sublattices, this adds the energy

$$\Delta E=-\varepsilon P\sum_i\sigma_i\,u_{ix}u_{iy}u_{iz}.$$

It depends on absolute displacements, as if each atom were tied to a rigid frame. The error respects the permutation of indices and the symmetry of the crystal, so those symmetries do not reveal it.

For a wave polarized along $z$, put $u_{iz}\to1/\sqrt M$. The spurious amplitude tends to

$$\Psi_{\rm sp}\to-\frac{\varepsilon P}{\sqrt M}\,b',\qquad b'=2\sum_\kappa\frac{\sigma_\kappa}{m_\kappa}\,\mathrm{Re}\,(e'_{\kappa x}e'^{*}_{\kappa y}).$$

It does not depend on $q$. It is real, while the leading true amplitude is imaginary, so the two add in the square without a cross term at leading order:

$$|\Psi|^2\simeq\frac{q^2g'^2+\varepsilon^2P^2b'^2}{M}.$$

The second term lacks the factor $q^2$, and its rate is $B/q$, where $B$ is $A$ with $g'^2$ replaced by $\varepsilon^2P^2b'^2$. In total,

$$\boxed{\frac1\tau\simeq Aq+\frac Bq=Aq\left(1+\frac{q_*^2}{q^2}\right),\qquad q_*=\sqrt{B/A}\propto\varepsilon.}$$

Within this formula, a smaller error moves the trouble to longer waves but does not remove it.

The sum in $B$ must converge for long-wave partners. There both sublattices move alike and their contributions to $b'$ cancel. The next correction to the motion is imaginary relative to the leading one and drops out of the real part, so $b'\propto q'^2$ and the sum converges. An error whose sum over the sublattices is not zero would leave $b'$ finite. The sum would then behave as $\int dq'/q'^2$ at its lower end, and the spurious rate would rise faster than $1/q$.

## When inversion symmetry protects the result

Let the two masses be equal. The harmonic model is then symmetric under an inversion that exchanges the sublattices. Inversion takes $\mathbf q'$ to $-\mathbf q'$, and time reversal takes it back with complex conjugation. A nondegenerate mode must return to itself up to a phase, so $\mathbf e'_2$ equals $\mathbf e'^*_1$ up to a phase. The real parts in $b'$ are then equal for both atoms, their signs $\sigma_\kappa$ are opposite, and $b'=0$.

The amplitudes show all three cases. They were computed at very small $q$ for a partner at $(0.45,0.20,0.10)\,2\pi/a$ and combined over its six branches. When $q$ is doubled, the true amplitude grows by 1.999. The spurious one grows by 1.000 with the real masses and by 1.999 with equal masses. With inversion symmetry the error thus changes the coefficient of the same-branch amplitude, not its power of $q$. Scattering between nearly degenerate branches is not covered by this argument.

## Numbers

The parameters are $\alpha=90$, $\beta=27$ and $\gamma=70$ N/m, masses 28.1 and 12.0 u, $T=300$ K and $\varepsilon=0.01$. The wave travels along [110] with polarization along $z$, and the phonon frequencies give $c=7700$ m/s. The rates were summed over $24^3$ partner wave vectors, with the delta function replaced by a Gaussian of standard deviation $0.1\,\omega$. Same-branch rates in 1/ns are:

| $q$ (1/nm) | $f$ (GHz) | true | spurious alone | with error |
|---|---|---|---|---|
| 0.036 | 44 | 0.0027 | 0.114 | 0.116 |
| 0.072 | 88 | 0.0054 | 0.058 | 0.063 |
| 0.144 | 177 | 0.0109 | 0.031 | 0.041 |
| 0.288 | 353 | 0.0216 | 0.017 | 0.037 |

Between the first and third rows the true rate follows $q^{1.00}$ and the spurious one $q^{-0.93}$. The third row gives

$$q_*=0.144\sqrt{\frac{0.0312}{0.0109}}\approx0.24\ \text{nm}^{-1}.$$

With this value the boxed law reproduces the last column of the first three rows within 9 %. A mesh of $30^3$ points with a Gaussian of $0.08\,\omega$ changes the rates of the third row by less than 3 %. These settings are close to the first ones, and the remaining numerical error is larger. With about 65,000 partner wave vectors and a Gaussian of $0.04\,\omega$, the true rates change by about 3 % and the last column falls by 5 to 7 %, to 0.111, 0.038 and 0.034 in the first, third and last rows. In the limit of long waves and narrow Gaussians $q_*$ is close to 0.23 nm$^{-1}$.

Scattering between branches, which the law $Aq$ leaves out, supplies 15 % of the true absorption rate in the first row, 49 % in the third and 67 % in the last. Energy conservation confines it to partners whose branches are separated by a frequency of order $cq$, and this region grows with $q$. The total true rate therefore rises faster than $q$ in this range. The damage remains when all branches are counted. On the $24^3$ mesh the error multiplies the total by 42, 3.4 and 1.6 in these three rows, against 43, 3.7 and 1.7 within the branch. The spurious scattering between branches is not converged on this mesh, however: denser sampling gives 40 to 42 in the first row, 5 to 7 in the third and 1.8 in the last, so these factors show only the order of the effect.

## The effect on heat conduction

For $\hbar\omega\ll k_BT$ each mode has the same heat capacity, so modes between $q$ and $q+dq$ contribute to the conductivity in proportion to $q^2\tau\,dq$. As a simple estimate, count only transverse modes up to $Q$, let all of them behave like the wave computed above, and keep same-branch scattering alone. The correct integral is $\int_0^Q(q/A)\,dq=Q^2/2A$. With the error it becomes

$$\frac1A\int_0^Q\frac{q^3\,dq}{q^2+q_*^2}=\frac1A\int_0^Q\left(q-\frac{q\,q_*^2}{q^2+q_*^2}\right)dq=\frac1{2A}\left[Q^2-q_*^2\ln\left(1+\frac{Q^2}{q_*^2}\right)\right].$$

The lost share is

$$L=\frac{q_*^2}{Q^2}\ln\left(1+\frac{Q^2}{q_*^2}\right).$$

It tends to 1 for $Q\ll q_*$ and to 0 for $Q\gg q_*$. For $Q=0.288$ nm$^{-1}$, $q_*^2/Q^2=0.716$ and $L=0.716\ln2.40=0.63$. In this estimate the modes lose 63 % of their contribution, or 60 % with the better converged $q_*=0.23$ nm$^{-1}$. In the full sum $q_*$ depends on direction and polarization. The slower transverse waves of the model generally have higher true rates and a smaller $q_*$, so this estimate overstates the average loss. With $\varepsilon=0.001$ the ratio is 0.00716 and the loss is 3.5 %. Both figures concern these modes, not the whole conductivity, and would change if scattering between branches were included. About a quarter of the smaller loss comes from waves below 44 GHz, where the finite lifetimes of the partners make the rate formula doubtful, as the last section explains.

## Beside a real device

The lattice constant and masses are close to those of cubic silicon carbide. The spring constants are rough round values. The highest frequency of the model, 29 THz, is close to that of the real crystal. The model omits long-range polar forces, four-phonon scattering and defects, so its rates are not predictions for the material. Optical partners contribute 0.0 % of the true same-branch rate in the third row; polar forces could still act through changes in the acoustic branches.

Real devices break the assumption of an unbounded crystal. If every wall crossing randomizes the phonon, a film of thickness $1\ \mu$m, crossed at right angles, adds the rate $c/(1\ \mu\text{m})=7.7$ per ns. This exceeds every rate in the table, and the 1 % error then changes the combined rate of these modes by less than 2 %. The boundary rate falls to the true rate of the third row, 0.0109 per ns, at a thickness of about 0.7 mm. With walls of this kind, the broken sum rule matters for these modes only in crystals much thicker than such a film. Walls whose roughness is far below the wavelength, here 22 to 174 nm, reflect most of the wave like a mirror. The boundary rate is then much smaller, and the error can matter in thin films too. At 400 K the true rate of the third row is 1.46 times that at 300 K. The classical factor would be 1.33; it is exceeded because partners with $\hbar\omega'$ comparable to $k_BT$ are still being thermally populated.

Partner lifetimes set another limit. At the partner wave vector used above, the three acoustic branches have model lifetimes of roughly 72, 45 and 8 ps with an energy window of 0.9 THz (about 90, 52 and 7.5 ps with narrower windows), so $\omega\tau'$ is about 80, 50 and 9 at 177 GHz. At 44 GHz these products are four times smaller, and the shortest-lived partner has $\omega\tau'\approx2$. This partner lies in the highest acoustic branch, which supplies most of the true same-branch rate, so the sharp-energy formula is no longer safe there. Partners that actually keep pace with the wave span a wide range: samples taken across their frequencies live from about 140 ps at 5 THz through 22 ps at 10 THz to 6 ps at 12 THz, and about a quarter of the rate comes from partners above 11 THz, for which the samples give $\omega\tau'\approx2$ at 44 GHz. At 88 GHz the smallest product is only about 4, and even the value of 9 at 177 GHz leaves room for corrections of some tens of percent. The first two rows thus show how the formula responds to a broken sum rule, and their absolute rates deserve less trust.
